The half-filled dangling-bond band of ideal silicon (111)

**1. Two broken bonds that share a neighbour**

Take two surface silicon atoms bonded to the same atom in the second layer. Each surface atom carries a dangling hybrid D, which points out of the crystal, and a back hybrid a, which points to the shared atom. The shared atom has a hybrid b facing each of them. Keep these six orbitals, all at energy zero, in the chain

D – a – b – b′ – a′ – D′.

Two hybrids on one atom are coupled by V1 < 0, and the two hybrids of a bond by V2 < 0. The couplings along the chain are V1, V2, V1, V2, V1. Mirror symmetry makes each state even (p = +1) or odd (p = −1), so b′ = pb, and the amplitudes obey

E D = V1 a,  E a = V1 D + V2 b,  E b = V2 a + pV1 b.

The first equation gives a = ED/V1. The second then gives b = (E²/V1 − V1)D/V2. Putting both into the third and multiplying by V1V2/D,

(E − pV1)(E² − V1²) = V2² E.  (1)

For |V1| ≪ |V2| one root is small. Neglecting E beside V1 on the left leaves pV1³ = V2²E, so

E = pt,  t = V1³/V2².  (2)

The dangling hybrids never touch, yet they act as if joined by a hopping t through the bonds beneath. Since t < 0, the even level is lower. The six hybrids bring six electrons. Four fill the two bonding levels near −|V2|; the other two fill the even dangling level and so occupy two of the four spin states of the dangling pair. The surface repeats this on a lattice.

**2. Geometry, hybrids and assumptions**

Let a be the cubic lattice constant and (1,1,1)/√3 the outward normal. The ideal surface is cut through the vertical bonds, with every atom left at its bulk site. A surface atom keeps three back bonds,

d0 = (a/4)(1,−1,−1),  d1 = (a/4)(−1,1,−1),  d2 = (a/4)(−1,−1,1).

Surface atoms R and R′ share a second-layer atom when R + di = R′ + dj, that is, R′ − R = di − dj. The six differences with i ≠ j have length a/√2 and are the six nearest-neighbour vectors of a triangular lattice. Choose a1 = d1 − d0 and a2 = d2 − d0, which enclose 60°, and write k1 = k·a1, k2 = k·a2.

A hybrid along the unit vector u is (s + √3 p·u)/2. With atomic levels εs and εp, the matrix element between hybrids along u and u′ is (εs + 3εp u·u′)/4. For one hybrid u·u′ = 1, and for two tetrahedral directions u·u′ = −1/3. Hence

εh = (εs + 3εp)/4,  V1 = (εs − εp)/4.  (3)

Energies are measured from εh. The model assumes orthonormal hybrids, V1 and V2 as the sole couplings, and independent electrons.

**3. The surface state of the whole crystal**

Let Ψ be the sum of the four hybrid amplitudes on an atom. A hybrid of amplitude ψ feels the other three through V1(Ψ − ψ) and its bond partner through V2. With e = E + V1,

eψ = V1Ψ + V2ψ(partner).  (4)

The dangling hybrid has no partner:

eD = V1ΨA,  (5)

where A marks the surface atom and B the second-layer atom. Label the B atom at R + d0 by R; then back bond i of atom R ends on the B atom labelled R + ci, with c0 = 0, c1 = a1, c2 = a2. In a Bloch state this bond carries the phase gi = exp(ik·ci). For back hybrids ai and their partners bi,

e ai = V1ΨA + V2 gi bi,  e bi = V1ΨB + V2 gi* ai.  (6)

Each B atom also has a vertical hybrid c, bonded to the vertical hybrid D′ of the third layer. Look for a state with c = 0 in which each bilayer repeats the one above, multiplied by λ. The equation for D′ is eD′ = V1ΨA′ + V2c. With c = 0 it has the form of (5), so the second bilayer obeys the same equations as the first. The equation for c itself becomes

0 = V1ΨB + V2D′,  so λ = D′/D = −V1ΨB/(V2D).  (7)

Every equation of the semi-infinite crystal is then met once the first bilayer is solved, and the state is bound to the surface if |λ| < 1.

To solve that bilayer, multiply the first of (6) by e and insert the second. Since |gi| = 1,

Δai = V1(eΨA + V2 gi ΨB),  Δ = e² − V2²,

and likewise Δbi = V1(eΨB + V2 gi* ΨA). Sum over i with f = g0 + g1 + g2, adding D = V1ΨA/e on the surface atom and c = 0 on the B atom:

ΨA = V1ΨA/e + V1(3eΨA + V2 f ΨB)/Δ,
ΨB = V1(3eΨB + V2 f* ΨA)/Δ.

Multiply the first line by eΔ and the second by Δ, and use e − V1 = E:

(ΔE − 3V1e²)ΨA = eV1V2 f ΨB,
(Δ − 3V1e)ΨB = V1V2 f* ΨA.  (8)

The product |f|² has three diagonal terms and six phases, one for each nearest neighbour:

|f|² = 3 + S,  S(k) = 2[cos k1 + cos k2 + cos(k1 − k2)].  (9)

Eliminating ΨB from (8) gives the equation of the band,

(Δ − 3V1e)(ΔE − 3V1e²) = eV1²V2²(3 + S).  (10)

From (5), (7) and (8), the decay per bilayer is

|λ| = |eV1| √(3 + S) / |Δ − 3V1e|.  (11)

Deleting c from the bilayer leaves a Hermitian problem with seven levels. Two of them have ΨA = ΨB = 0 and e = ±V2; the other five are the roots of (10), which are therefore real. At V1 = 0 equation (10) reads Δ²E = 0, with two roots at each of ±V2 and one at zero. The middle root is therefore the dangling-bond band.

**4. The triangular-lattice band and its first correction**

Put x = V1/V2, E = V1x²w and q = 1 + x²w. Then e = V1q and Δ = −V2²(1 − x²q²), and the factors of (10) become

Δ − 3V1e = −V2²(1 + 3x²q − x²q²),
ΔE − 3V1e² = −V2²V1x²[w(1 − x²q²) + 3q²].

The right side of (10) is V2⁴V1x²q(3 + S). Dividing by V2⁴V1x²,

(1 + 3x²q − x²q²)[w(1 − x²q²) + 3q²] = q(3 + S).  (12)

At x = 0, q = 1 and w + 3 = 3 + S, so w = S. The band to leading order is

E(k) = tS(k) = 2t[cos k1 + cos k2 + cos(k1 − k2)],  t = V1³/V2².  (13)

This is nearest-neighbour hopping on a triangular lattice, with the t of the two-atom fragment.

For the next order write w = S + x²w1 and q = 1 + x²S. The first factor of (12) is 1 + 2x², the second is (3 + S) + x²(w1 − S + 6S), and the right side is (1 + x²S)(3 + S). Equating the terms in x²,

w1 + 5S + 2(3 + S) = S(3 + S),  so w1 = S² − 4S − 6.

Only x² enters (12), so the next term of E is of seventh order in V1:

E = tS + (V1⁵/V2⁴)(S² − 4S − 6) + O(V1⁷/V2⁶).  (14)

To read this as hopping, note that S² counts pairs of steps on the lattice. Six pairs return to the start; each first neighbour and each second neighbour is reached in two ways; each site two steps away in a straight line is reached in one. With S₂ and S₃ the phase sums over the last two shells, S² = 6 + 2S + 2S₂ + S₃, and the bracket in (14) is −2S + 2S₂ + S₃. The correction weakens the first-neighbour hopping by the factor 1 − 2x² and adds farther hoppings 2V1⁵/V2⁴ and V1⁵/V2⁴.

Slabs built from the diamond coordinates test both results. With V1 = −1 eV and V2 = −4 eV, the mean of the two surface levels in a slab of ten bilayers agrees with (10) at five wave vectors to 2.2×10⁻¹² eV. Each level alone is off by up to about 10⁻⁶ eV, because the two faces still interact weakly. When |V1/V2| is doubled from 0.03 to 0.06, the largest error of (14) at these wave vectors grows as the power 7.005 of V1, as a seventh-order remainder requires.

**5. Shape of the band**

Since |f|² lies between 0 and 9, S lies between −3 and 6. The upper limit is reached at Γ, where all phases agree, and the lower at the zone corner K, where the three phases cancel. The leading width is thus 9|t|. With t < 0, Γ is the bottom of the model band and K the top; Section 9 explains why this ordering does not carry over to silicon.

At K, f = 0. For the dangling-bond root, (8) then gives ΨB = 0, and (7) gives λ = 0: the state is confined to the first bilayer. At Γ the back-bond amplitudes add and the state reaches deepest; for small x, (11) gives |λ| ≈ 3x² there.

At the edge midpoint M, k1 = π and k2 = 0, so S = −2. Setting k1 = π + u and k2 = v and expanding to second order gives S = −2 + 2u² − 2uv, which takes both signs around −2. M is a saddle.

**6. One electron per site**

Consider a slab of N atoms per surface cell, with two equivalent faces. It has 4N hybrids. Two have no partner, so there are (4N − 2)/2 = 2N − 1 bonds. At V1 = 0 these give 2N − 1 levels at −|V2| and two dangling levels at zero. Turning on V1 cannot change the number of bands below the gap unless a level crosses into or out of it. Silicon supplies four valence electrons per atom, so

4N − 2(2N − 1) = 2  (15)

electrons remain for the two surface bands: one per site on each face. A band has one state per site for each spin, so it can hold two. It is half filled.

For N = 12 and the couplings above, (15) reads 48 − 46 = 2. Diagonalization on a 30 × 30 mesh of wave vectors finds 23 bands below the gap and two inside it at every mesh point.

The Fermi level follows from the area of the zone. For a given E, (10) fixes a single S. The continuous middle root therefore cannot take one energy at two values of S, and E is monotonic in S. Filling half the states from Γ outward fills the region S > S_F that covers half the zone. To find S_F, combine two cosines:

S = 2cos k1 + 4cos(k1/2) cos(k2 − k1/2).

At fixed k1 the angle k2 − k1/2 is uniformly distributed, so the fraction of the zone with S > s is

F(s) = (1/π²) ∫₀^π dk1 arccos{[s − 2cos k1]/[4cos(k1/2)]},  (16)

with the argument of arccos replaced by ±1 where it passes those limits. Solving F = 1/2 numerically gives

S_F = −0.835.  (17)

This number depends on the lattice alone. On a bipartite lattice S and −S would be equally frequent and S_F would vanish. Here three steps can close a triangle; there are 12 such closed walks, so the zone average of S³ is 12 and that symmetry is absent.

The saddle is reached at a higher filling. The sum formulas for cosines give

S + 2 = 8 cos(k1/2) cos(k2/2) cos[(k1 − k2)/2].  (18)

In the cell |k1|, |k2| < π the first two cosines are positive, so S > −2 means |k1 − k2| < π. This removes two corner triangles of area π²/2 each from the cell area 4π² and leaves three quarters of it. At half filling the Fermi level lies below the saddle.

**7. When the count fails**

The filling is one half only if the surface Fermi level lies between the bulk bands. In the infinite crystal every atom has four bonds, and the steps that led to (8) give

(Δ − 4V1e)² = V1²V2²|F₄|²,

where F₄ is the sum of four bond phases, |F₄| ≤ 4. Solving the quadratic for e and subtracting V1,

E = V1 ± √(4V1² + V2² + 4V1V2y),  −1 ≤ y ≤ 1.

There are also flat bands with ΨA = ΨB = 0 and Δ = 0, at E = −V1 ± V2. For |V1| < |V2|/2 the square root runs from |V2| − 2|V1| to |V2| + 2|V1|, so the gap is bounded by

Ev = −V1 − |V2|,  Ec = 3V1 + |V2|.  (19)

Requiring the energy from (10) at S = S_F to lie below Ec gives |V1/V2| < 0.323. Beyond this ratio, electrons of the surface band can lower their energy in the bulk conduction band, and the surface band of this model is no longer half filled.

**8. Numbers for a silicon-sized lattice**

Take V1 = −1 eV and V2 = −4 eV, round illustrative values that give a band some tenths of an eV wide. Then

t = (−1)³/(−4)² eV = −0.0625 eV,  9|t| = 0.56 eV.

Equation (10) gives −0.367 eV at Γ, 0.105 eV at M and 0.144 eV at K, a width of 0.51 eV. The Fermi level is 0.056 eV, against tS_F = 0.052 eV at leading order. It lies between Ev = −3 eV and Ec = 1 eV, so the count holds. At Γ the amplitude falls to 0.225 of its value per bilayer.

The ratio 1/4 is not very small. At K the leading energy is 0.188 eV and (14) improves it to 0.129 eV. At Γ the leading −0.375 eV is already close, and (14) moves it to −0.398 eV, farther from the root: the omitted orders matter there. The Fourier amplitudes of the full band are −0.053, −0.005 and −0.003 eV for the first three neighbour shells, so the nearest-neighbour form dominates.

With a = 0.543 nm, the surface lattice constant is a/√2 = 0.384 nm. One site per cell of area (√3/2)(0.384 nm)² gives 7.8×10¹⁴ dangling electrons per cm².

**9. The real surface**

The model gap of 4 eV is far wider than silicon's, roughly 1.1 eV, and V1 = −1 eV is weaker than atomic levels suggest. A rough atom-like V1 = −1.8 eV, with V2 held at −4 eV, would give a leading width of 3.3 eV and a surface Fermi level of 0.31 eV, above Ec = −1.4 eV. The isolation condition then fails, though this depends on the value of V2: standard silicon parameter sets give |V1/V2| between about 0.29 and 0.41, on both sides of 0.323. Equation (13) gives the form and sign of the band within this model when |V1/V2| is small; it predicts neither silicon's width nor its sign. Nearest-neighbour sp³ tight binding with standard silicon parameters also couples hybrids on adjacent atoms that do not point at each other. It puts the top of the dangling-bond band at Γ and the bottom at K, with a width of about 0.8 to 1.1 eV. For a nearest-neighbour band of that sign the saddle at M is reached at one-quarter filling, below the Fermi level. The electron count of Section 6 does not depend on the sign.

Half filling guarantees a metal only if the electrons are nearly independent and the lattice stays ideal. Neither is safe. For a Gaussian charge of spread 0.10 nm per axis and an assumed effective surface permittivity of 6.35, about midway between silicon and vacuum, the on-site repulsion is

U = e²/(4πε₀ × 6.35 × √π × 0.10 nm) = 1.3 eV,

or 2.5 widths of the model band of Section 8. Subtracting the repulsion of 0.59 eV between neighbours leaves 1.35 widths. Against a width of 0.8 to 1.1 eV these ratios fall to about 1.2 to 1.6 and 0.6 to 0.9. Static screening is a crude guide at this distance, but the estimate is large enough that an insulator with one localized electron per site must be considered.

Atomic displacements are as serious. If a surface atom sinks into the plane of its neighbours, its dangling hybrid becomes a pure p orbital and rises by εp − εh = −V1 = 1 eV. If the atom instead rises until its back bonds meet at right angles, the dangling hybrid becomes a pure s orbital and falls by 3 eV. Both shifts exceed the model band width of 0.51 eV, though the elastic cost is left out. Real clean silicon (111) does rearrange: cleaved surfaces show a 2×1 and annealed ones a 7×7 reconstruction, and the present band applies to neither.

Room temperature and moderate doping matter less. At 300 K, kT = 0.026 eV is 5% of the width. A depletion layer with 10¹⁶ dopants per cm³ and a band bending of 0.5 V holds 2.5×10¹¹ charges per cm², or 3×10⁻⁴ electron per site.

Wet chemistry can remove the band altogether. Let each dangling hybrid bond to a monovalent atom with one orbital and one electron, such as hydrogen. The slab then has 4N + 2 electrons and (4N + 2)/2 = 2N + 1 bonds, all filled. With the added orbital placed at εh and coupled by −4 eV, the 12-atom slab has no gap states at the five wave vectors tested. The clean gap depends on where the added level sits: raised by 2 eV it leaves a filled bonding band just above Ev, and lowered by 6 eV it brings empty states just below Ec. In each of these cases no partly filled band remains. This is the electronic sense in which a hydrogen-terminated surface is passivated: the half-filled band is replaced by filled bonds.

Table of computed values

```
V1, same-atom hybrid coupling: -1.00 eV
V2, bond coupling: -4.00 eV
p level minus s level implied by V1: 4.00 eV
cubic lattice constant of Si: 0.5431 nm
surface lattice constant: 0.3840 nm
surface sites (= dangling electrons): 7.830e+14 cm^-2
leading hopping t = V1^3/V2^2: -0.0625 eV
leading band width 9|t|: 0.5625 eV
exact model band at Gamma: -0.3673 eV
exact model band at M: 0.1053 eV
exact model band at K: 0.1440 eV
exact model band width: 0.5113 eV
S on the half-filling Fermi line: -0.8347 (no unit)
Fermi level from exact band: 0.0562 eV
Fermi level from leading band t*S_F: 0.0522 eV
zone fraction filled when the M saddle is reached: 0.7500
bulk valence top in model: -3.000 eV
bulk conduction bottom in model: 1.000 eV
amplitude ratio per bilayer at Gamma: 0.2250
slab atoms per surface cell in count: 12
slab valence electrons per cell: 48
slab bands below gap: 23
slab bands in gap (two faces): 2
electrons left for these bands: 2
filling from electron count: 0.500
fraction of sampled slab surface levels below E_F: 0.5011
gap states after monovalent saturation: 0
largest slab minus exact-equation error: 2.2e-12 eV
power of V1 in error of fifth-order series: 7.005
on-site Fourier term: 0.00429 eV
first-neighbour hopping: -0.05315 eV
second-neighbour hopping: -0.00489 eV
third-neighbour hopping: -0.00279 eV
largest |V1/V2| for isolated half filling: 0.3232
atom-like V1 (rough) for comparison: -1.80 eV
its leading width 9|V1^3/V2^2|: 3.281 eV
its would-be surface Fermi level: 0.312 eV
its bulk conduction bottom: -1.400 eV
assumed Si relative permittivity (rough): 11.7
mean surface permittivity: 6.35
assumed Gaussian charge spread per axis: 0.10 nm
screened on-site repulsion U: 1.279 eV
screened neighbour repulsion: 0.590 eV
U / band width: 2.50
(U - neighbour repulsion) / band width: 1.35
level shift, hybrid to pure p (flattened atom): 1.00 eV
level shift, hybrid to pure s (raised-atom limit): -3.00 eV
temperature: 300 K; thermal energy kT: 0.0259 eV
kT / band width: 0.0506
assumed doping: 1.0e+16 cm^-3; band bending: 0.50 V
depletion sheet density: 2.543e+11 cm^-2
electrons per site moved by depletion: 3.25e-04
```
